\section*{Kondo's Logarithmic Resistivity from Third-Order s-d Exchange Scattering}

\section{What the lowest order misses}

Cool a metal wire that contains a few foreign atoms. Lattice vibrations freeze out and, if the impurities scatter with a fixed strength, the resistivity falls to a constant. With that picture alone, a resistivity that passes through a minimum and rises again on cooling has no explanation, and a residual resistivity read off at one low temperature is wrongly carried over to another. Treating a magnetic impurity in the Born approximation does not help: it gives a constant too. The temperature dependence enters one order later, through the spin of the impurity. I start with an impurity that has no spin, to see why nothing happens there.

\section{Simple case: an impurity without spin}

Let a crystal of $N$ sites hold one impurity with the contact interaction $(V/N)\sum_{kk's}c^\dagger_{k's}c_{ks}$. An electron goes from $k$ to $k'$, both at energy $\varepsilon$ measured from the Fermi level. At second order it passes through a level $q$ of energy $\varepsilon_q$, and there are two time orders.

\emph{Order A.} The level $q$ is empty. The electron goes $k\to q$, then $q\to k'$. The initial energy minus the intermediate energy is $\varepsilon-\varepsilon_q$, and the operators give
\begin{equation}
c^\dagger_{k'}c_q\,c^\dagger_qc_k=(1-n_q)\,c^\dagger_{k'}c_k .
\end{equation}

\emph{Order B.} The level $q$ is filled. Its electron first goes to $k'$; then the electron in $k$ fills the hole. The energy difference is $(\varepsilon+\varepsilon_q)-(\varepsilon+\varepsilon)=-(\varepsilon-\varepsilon_q)$. Three exchanges of anticommuting operators give
\begin{equation}
c^\dagger_qc_k\,c^\dagger_{k'}c_q=-c^\dagger_{k'}c^\dagger_qc_qc_k=-n_q\,c^\dagger_{k'}c_k .
\end{equation}
The two minus signs cancel. With the thermal occupation $f_q$ in place of $n_q$, the sum is
\begin{equation}
T_2=\frac{V^2}{N^2}\sum_q\frac{(1-f_q)+f_q}{\varepsilon-\varepsilon_q}
=\frac{V^2}{N^2}\sum_q\frac{1}{\varepsilon-\varepsilon_q}.
\label{pot}
\end{equation}
The Fermi sea has dropped out, and temperature with it. For a flat band from $-D$ to $D$ the real part contains $\ln[(D+\varepsilon)/(D-\varepsilon)]$, which vanishes at the Fermi level. A temperature dependence needs something that tells order A from order B.

\section{Give the impurity a spin: first order}

Now let the impurity carry a spin $S$, with $\mathbf S$ in units of $\hbar$, and take
\begin{equation}
H'=\frac{J}{2N}\sum_{kk'ss'}\mathbf S\cdot\boldsymbol\sigma_{s's}\,c^\dagger_{k's'}c_{ks}.
\end{equation}
The electron spin is $\boldsymbol\sigma/2$, so $J>0$ favours antiparallel spins: it is antiferromagnetic. There is no magnetic field, so the impurity levels are degenerate and scattering is elastic. The contact form makes it isotropic.

The first-order amplitude is the spin matrix $T_1=(J/2N)\,\boldsymbol\sigma\cdot\mathbf S$. Averaging over initial spins and summing over final ones means taking a trace divided by the dimension $2(2S+1)$, written $\langle\cdots\rangle_s$. Since $\langle\sigma_a\sigma_b\rangle_s=\delta_{ab}$,
\begin{equation}
\langle(\boldsymbol\sigma\cdot\mathbf S)^2\rangle_s=\sum_a\langle S_a^2\rangle_s=S(S+1).
\label{square}
\end{equation}
Let there be $cN$ independent impurities and $\rho_0$ states per unit energy, per site and per spin. The golden rule gives
\begin{equation}
\frac1{\tau_B}=\frac{2\pi}{\hbar}(cN)(N\rho_0)\frac{J^2}{4N^2}S(S+1)
=\frac{2\pi}{\hbar}c\rho_0\frac{J^2}{4}S(S+1).
\label{rate}
\end{equation}
Final-state blocking needs no extra factor. For equal forward and backward rates $W$, the net loss is $Wf(1-f')-Wf'(1-f)=W(f-f')$. The field-induced part of $f'$ is odd in direction and sums to zero under isotropic scattering, so the transport time is this $\tau_B$. For electron density $n$ and mass $m$, the resistivity is
\begin{equation}
R_B=\frac{m}{ne^2\tau_B}.
\end{equation}
It is independent of temperature, as announced. Its sign-blindness is also plain: $J$ enters squared.

\section{Second order: the spins remember the sequence}

Repeat the two time orders with spin labels. The impurity operators stand in order of time, the later one on the left: $S_aS_b$ in both cases. The electron matrices do not.

In order A the first event takes $s$ to an intermediate spin $t$ and the second takes $t$ to $s'$, giving $(\sigma_a\sigma_b)_{s's}$. In order B the first event, labelled $b$, creates the outgoing electron from the filled level, with factor $(\sigma_b)_{s't}$. The second, labelled $a$, absorbs the incoming one, with factor $(\sigma_a)_{ts}$. The product is $(\sigma_b\sigma_a)_{s's}$.

Use $\sigma_a\sigma_b=\delta_{ab}+i\sum_c\epsilon_{abc}\sigma_c$ and $\sum_{ab}\epsilon_{abc}S_aS_b=iS_c$. Summing over $a$ and $b$,
\begin{align}
\sigma_a\sigma_bS_aS_b&=S(S+1)+i\cdot i\,\boldsymbol\sigma\cdot\mathbf S
=S(S+1)-\boldsymbol\sigma\cdot\mathbf S,\\
\sigma_b\sigma_aS_aS_b&=S(S+1)+\boldsymbol\sigma\cdot\mathbf S .
\end{align}
The weights are $1-f_q$ and $f_q$, and the common denominator is as before:
\begin{equation}
T_2=\frac{J^2}{4N^2}\sum_q\frac{S(S+1)-(1-2f_q)\,\boldsymbol\sigma\cdot\mathbf S}{\varepsilon-\varepsilon_q}.
\label{t2}
\end{equation}
The Fermi sea survives in the term that came from the commutator of spin components.

\emph{Limit: one filled and one empty level.} Put the filled level at $\varepsilon-\Delta$ and the empty one at $\varepsilon+\Delta$. The coefficient of $\boldsymbol\sigma\cdot\mathbf S$ is $+1/\Delta$ from each, in units of $J^2/4N^2$. Both have the sign of $T_1$ if $J>0$ and the opposite sign if $J<0$.

\emph{Numerical test.} The amplitude was also computed in a many-electron space with a filled level at $-0.7$, an empty one at $1.1$ and external levels at zero, for $J=0.4$ in model units, $S=1/2$ and $1$, with and without potential scattering of strength $0.3$. A potential $V$ multiplies the unit spin matrix, so its terms have the same spin matrix in both time orders: each level adds $(V^2+VJ\,\boldsymbol\sigma\cdot\mathbf S)/[N^2(\varepsilon-\varepsilon_q)]$, whatever its occupation. The largest deviation from \eqref{t2} with these terms included was $2.8\times10^{-17}$, which is rounding error.

\emph{Limit: a classical spin.} Let $S\to\infty$ at fixed $JS$. Then $T_1$ stays finite, while the occupation-dependent part of $T_2$ scales as $J^2S=(JS)^2/S$ and vanishes. A spin that acts as a fixed vector has no such term.

\section{Third order in the rate}

The scattering rate contains $|T_1+T_2|^2$. Its third-order part is the interference term $2\,\mathrm{Re}\langle T_1^\dagger T_2\rangle_s$. The constant $S(S+1)$ in \eqref{t2} meets $\mathrm{Tr}\,\boldsymbol\sigma\cdot\mathbf S=0$ and drops out. The rest uses \eqref{square}. The on-shell pole gives an imaginary part multiplying a real trace, so the principal value remains:
\begin{equation}
2\,\mathrm{Re}\langle T_1^\dagger T_2\rangle_s
=-2\left(\frac{J}{2N}\right)^3S(S+1)\,\mathrm P\sum_q\frac{1-2f_q}{\varepsilon-\varepsilon_q}.
\end{equation}
Occupations enter linearly here, which is why replacing $n_q$ by its average was allowed. Divide by $\langle T_1^2\rangle_s=(J/2N)^2S(S+1)$, replace $\sum_q$ by $N\rho_0\int dx$, and use $1-2f(x)=\tanh(x/2kT)$. With $g=J\rho_0$,
\begin{equation}
\frac1{\tau(\varepsilon)}=\frac{1+2gL(\varepsilon)}{\tau_B},\qquad
L(\varepsilon)=\frac12\,\mathrm P\!\int_{-D}^{D}\frac{\tanh(x/2kT)}{x-\varepsilon}\,dx .
\label{tau}
\end{equation}
The minus sign was absorbed by reversing the denominator.

At $\varepsilon=0$ the integrand is even and behaves as $1/x$ for $x\gg kT$; below $kT$ the hyperbolic tangent cuts it off. So $L\approx\ln(D/kT)$. Every energy decade between $kT$ and $D$ contributes equally, and cooling opens more of them.

\section{The constant inside the logarithm}

A current samples energies within a few $kT$ of the Fermi level, so $L$ must be averaged. Let $x$ and $u=\varepsilon/kT$ now be energies in units of $kT$, and define
\begin{equation}
w(x)=\frac{1}{4\cosh^2(x/2)}=\frac12\frac{d}{dx}\tanh\frac x2 ,
\end{equation}
the thermal weight $-\partial f/\partial x$. Integrate \eqref{tau} by parts. For $kT,|\varepsilon|\ll D$ the end points give $\frac12\ln[(D^2-\varepsilon^2)/(kT)^2]\approx\ln(D/kT)$; the two edges of the excluded point cancel as it shrinks. Thus
\begin{equation}
L=\ln\frac{D}{kT}-\int_{-\infty}^{\infty}w(x)\ln|x-u|\,dx .
\label{Llog}
\end{equation}
As a limit, $|u|\gg1$ gives $L\to\ln(D/|\varepsilon|)$: a hot electron's own energy replaces $kT$ as the cutoff.

Ignoring the variation of velocity and density of states over $kT$, the conductivity is $(ne^2/m)\int w(u)\tau\,du$. To first order in $g$, $\tau=\tau_B(1-2gL)$, and inverting the conductivity gives
\begin{equation}
R=R_B\,(1+2g\langle L\rangle),\qquad \langle L\rangle=\int w(u)L\,du .
\end{equation}
The average of \eqref{Llog} requires $K=\iint w(x)w(u)\ln|x-u|\,dx\,du$. Write the logarithm as
\begin{equation}
\ln|y|=\int_0^\infty\frac{e^{-t}-\cos yt}{t}\,dt ,
\end{equation}
which is the real part of $\ln a=\int_0^\infty(e^{-t}-e^{-at})\,dt/t$ continued to $a=iy$. The average of $\cos[(x-u)t]$ is $\phi(t)^2$, where $\phi$ is the Fourier transform of the even function $w$. With $p=1/(1+e^{-x})$ one has $dp=w\,dx$ and $e^x=p/(1-p)$, so
\begin{equation}
\phi(t)=\int_0^1p^{it}(1-p)^{-it}dp=\Gamma(1+it)\Gamma(1-it)=\frac{\pi t}{\sinh\pi t}.
\end{equation}
Therefore
\begin{equation}
K=\lim_{\delta\to0}\left[\int_\delta^\infty\frac{e^{-t}}{t}dt-\int_\delta^\infty\frac{\pi^2t}{\sinh^2\pi t}dt\right].
\end{equation}
The first integral tends to $-\gamma-\ln\delta$, with $\gamma$ Euler's constant. The second has the antiderivative $-\pi t\coth\pi t+\ln\sinh\pi t$. This tends to $-\ln2$ at infinity and to $-1+\ln\pi\delta$ at the lower end, so the second integral is $1-\ln(2\pi\delta)$. The $\ln\delta$ terms cancel, leaving $K=\ln2\pi-1-\gamma$. Hence
\begin{equation}
\boxed{R(T)=R_B\left[1+2J\rho_0\ln\frac{e^{1+\gamma}D}{2\pi kT}\right]},\qquad
\frac{dR}{d\ln T}=-2J\rho_0R_B .
\label{main}
\end{equation}
The factor $e^{1+\gamma}/2\pi$ is $0.7705$. For antiferromagnetic $J$ the resistivity grows logarithmically on cooling; for ferromagnetic $J$ it falls.

\emph{Numerical test.} The unexpanded average of $\tau$, with $L$ integrated over the finite band, was evaluated at $g=\pm10^{-4}$ for $D/kT=2000$ and $20000$. Its slope in $g$ agreed with $2\langle L\rangle$ to within one part in $10^4$ at both temperatures. Tenfold cooling changed $R/R_B$ by $2g\ln10$ to within one part in $10^3$, upward for $g>0$ and downward for $g<0$.

\section{Numbers for a copper-like conductor}

Take rough values in the regime of dilute manganese in copper: one free electron per atom at $85\ \mathrm{nm^{-3}}$, $c=100$ ppm, $S=5/2$ and $J=0.30$ eV. The Fermi energy is $7.05$ eV, so $\rho_0=3/(4\times7.05)=0.106$ per eV. A flat band holding one state per site and spin has $D=1/(2\rho_0)=4.70$ eV, or $D/k=54536$ K. Then $g=0.30\times0.1064=0.0319$.

In \eqref{rate}, $c\rho_0(J^2/4)S(S+1)=10^{-4}\times0.1064\times0.0225\times8.75=2.09\times10^{-6}$ eV. Multiplication by $2\pi/\hbar$ gives $2.00\times10^{10}\ \mathrm{s^{-1}}$, and $R_B=0.835$ n$\Omega\,$cm. At 10 K,
\begin{align}
\langle L\rangle&=\ln(0.7705\times54536/10)=8.34,\\
R&=0.835\,(1+2\times0.0319\times8.34)=1.28\ \mathrm{n\Omega\,cm},
\end{align}
that is, $0.00128\ \mu\Omega\,$cm. Reversing the sign of $J$, all else fixed, gives $0.39$ n$\Omega\,$cm at third order; the summed logarithms of the next section would give $0.52$. Each tenfold cooling adds $0.123$ n$\Omega\,$cm for $J>0$. The value of $R$ depends on the chosen cutoff, though the third-order slope does not: taking $D$ equal to the Fermi energy gives $1.30$ in place of $1.28$ n$\Omega\,$cm at 10 K.

\begin{center}
\begin{tabular}{rccc}
$T$ (K) & $2g\langle L\rangle$ & $3(g\langle L\rangle)^2$ & $R$ (n$\Omega\,$cm)\\
5 & 0.58 & 0.25 & 1.32\\
20 & 0.49 & 0.18 & 1.24\\
77 & 0.40 & 0.12 & 1.17\\
300 & 0.32 & 0.07 & 1.10
\end{tabular}
\end{center}

The third column estimates the leading logarithm of the next order and needs a derivation. It leaves out terms of that order with fewer logarithms, among them one without a logarithm, of relative size $(\pi g/2)^2S(S+1)\approx0.02$.

\section{Where third order stops being enough}

Apart from a constant inside the logarithm, the low-energy amplitude is $g+g^2\ln(D/kT)$. Lower the cutoff slightly and ask which coupling keeps it fixed. To second order, $dg/d\ln D=-g^2$, so $d(1/g)/d\ln D=1$. Integration down to $D'$ gives
\begin{equation}
g'=\frac{g}{1-g\ln(D/D')} .
\end{equation}
This assumes that the second-order rule suffices at each small step. Stopping near $kT$ suggests
\begin{equation}
R\approx\frac{R_B}{(1-g\langle L\rangle)^2}=R_B\left[1+2g\langle L\rangle+3(g\langle L\rangle)^2+\cdots\right].
\end{equation}
At 10 K this gives $1.55$ n$\Omega\,$cm, about 21\% above the third-order value; this ignores saturation of the scattering, of relative size $(\pi g'/2)^2S(S+1)\approx0.04$ at the running coupling, which lowers it by roughly 4--11\%, depending on the approximation used. The slope suffers more: differentiation multiplies $2gR_B$ by $(1-g\langle L\rangle)^{-3}=(1-0.266)^{-3}\approx2.5$, or $2.0$--$2.3$ once saturation is kept. In this example third order gives the sign and the mechanism, but the slope only to a factor of a few.

Equation \eqref{main} needs $|g|\ln(D/kT)\ll1$, and also $(\pi g/2)^2S(S+1)\ll1$ for the Born rate itself: for a classical spin at the centre of the symmetric flat band, the exact rate is the Born rate divided by $1+(\pi gS/2)^2$. Here the second parameter is $0.022$. For $J>0$ the estimate diverges near $T_K\sim(D/k)e^{-1/g}$, here $10^{-9}$ K. The divergence marks the failure of the expansion, not an infinite resistivity. For $J<0$ the coupling shrinks on cooling.

\section{Add the lattice: a resistance minimum}

At low temperature the Bloch--Gr\"uneisen formula gives a lattice resistivity $aT^5$. If the two resistivities add, then
\begin{equation}
\frac{dR_{\rm tot}}{dT}=5aT^4-\frac{2gR_B}{T}=0
\quad\Rightarrow\quad
T_{\min}=\left(\frac{2gR_B}{5a}\right)^{1/5}\propto c^{1/5}.
\end{equation}
The derivative is negative below $T_{\min}$ and positive above, so for $g>0$ this is a minimum. For $g<0$ there is none.

A rough Debye temperature of 340 K and a rough 1600 n$\Omega\,$cm at 300 K give $a=2.13\times10^{-7}$ n$\Omega\,$cm/K$^5$. Then $T_{\min}=[0.0533/(5\times2.13\times10^{-7})]^{1/5}=8.7$ K. At 1000 ppm it is $13.8$ K. The digits depend on the rough inputs: a Debye temperature of 310 K gives $8.1$ and $12.8$ K. Direct minimization with the full lattice formula agreed within $0.2\%$ at both concentrations. The minimum is shallow: the total rises from $1.297$ to $1.317$ n$\Omega\,$cm between $8.7$ and 5 K. The steeper slope of the summed logarithms would move the 100 ppm minimum up by a factor of about $2.5^{1/5}\approx1.2$, to about $10.5$ K, or $10.0$--$10.3$ K once saturation is kept.

\section{Beside a real interconnect}

Real manganese in copper adds roughly a few $\mu\Omega\,$cm per atomic per cent, hence tens of n$\Omega\,$cm at 100 ppm, well above the model's value. The model has one $s$-wave channel and a small $J$, where the real impurity scatters through five $d$ orbitals; how the gap divides among these causes is not computed here. With the larger coupling $g\approx0.064$ found below, exchange alone would give $R_B\approx3.4$ n$\Omega\,$cm, and the summed logarithms would give about 16 at 10 K. That figure overshoots: at the running coupling $g'$, $(\pi g'/2)^2S(S+1)\approx0.4$ is not small, and one $s$-wave channel cannot exceed $4\pi\hbar c/(e^2k_F)=38$ n$\Omega\,$cm, with $k_F$ the Fermi wave number. Approximate estimates that keep this saturation give about 7--11. A contact potential of $0.5$ eV would add only $1.06$ n$\Omega\,$cm in Born approximation, far less than the gap, and by \eqref{pot} no logarithm of its own. Beyond third order it does rescale the spin's logarithm. At the centre of the symmetric flat band the phase shift $\delta$ obeys $\tan|\delta|=\pi\rho_0|V|$, the local density of states falls by $\cos^2\delta$ and the slope is multiplied by $\cos2\delta\,\cos^6\delta$, about $0.87$ here; a strong potential with $|\delta|>\pi/4$ reverses its sign. In an asymmetric band the factor depends on the sign of $V$: a free-electron band holding one state per site and spin gives $0.78$ for a repulsive and $0.97$ for an attractive $0.5$ eV. The Kondo temperature of this alloy is of order $0.01$ K, far above the model's. At fixed $D$ that would require $g\approx0.064$, twice the value used, and $g\langle L\rangle\approx0.5$ at 10 K, where third order is no longer quantitative.

For the model's $J$ at 100 ppm, independent spins are a fair assumption at the temperatures tabulated. One impurity acts on the two electron spins as opposite point potentials of strength $\pm JS_z/2n$. For free electrons the density response per spin to a unit point potential oscillates at distance $r$ with the envelope $\rho_0n/(4\pi r^3)$ when $k_Fr\gg1$, where $k_F$ is the Fermi wave number. The second impurity feels the difference of the two spin densities, again with strength $J/2n$, so the coupling of the two spins has the envelope $2(J/2n)^2\rho_0n/(4\pi r^3)=J^2\rho_0/(8\pi nr^3)$. At the typical spacing radius, $r^3=3/(4\pi cn)$ or $r=3.0$ nm, this times $S(S+1)$ is $J^2\rho_0S(S+1)c/6$, or $0.016$ K. For random positions, the fraction of spins with a neighbour close enough for the envelope to exceed a much larger temperature $T$ is about this scale divided by $T$: $0.3\%$ at 5 K. The scale grows as $cJ^2$. At 1000 ppm with $g\approx0.064$ it is about $0.66$ K, and since $2gR_B\propto g^3$ the minimum moves up to 20--30 K. The fraction is 2--3\% there but exceeds 10\% at 5 K, so below the minimum the assumption is no longer safe.

A narrow interconnect also breaks the assumption of a bulk conductor. The model's mean free path at 10 K is $51\ \mu$m, a thousand times the width of a 50 nm line. The scale of boundary scattering in such a line, $mv_F/(ne^2\times50\ \mathrm{nm})$ with Fermi velocity $v_F$, is about 1300 n$\Omega\,$cm as an order of magnitude. The third-order slope is $4\times10^{-5}$ of it per unit of $\ln T$. At 300 K the lattice contributes 1600 n$\Omega\,$cm against $1.1$ from the spins. For these parameters the logarithm does not set the resistance of a narrow line at room temperature. In a cold line, boundary scattering that added as a constant would leave the slope and $T_{\min}$ unchanged and only make the effect a small relative change. With diffuse walls and a bulk mean free path $\lambda$ far above the width $d$ it does not add as a constant: electrons moving almost along the line multiply the bulk part by about $\frac38\ln(\lambda/d)\approx2.6$, so the relative slope is nearer $10^{-4}$, and $T_{\min}$ would stay put if lattice and spin scattering entered through one bulk mean free path. They do not. A small-angle phonon scattering, which hardly matters in the bulk, is enough to send a grazing electron into the wall, so the total phonon rate counts. It grows as $T^3$, and in the Bloch--Gr\"uneisen model at 10 K it is worth about $1.8$ n$\Omega\,$cm, against $0.021$ for the transport rate. A rough estimate for a round 50 nm wire then puts the minimum near 3--5 K instead of $8.7$ K. There, however, electron--electron interaction in a disordered wire, which this model omits, gives its own upturn, growing as $T^{-1/2}$; a rough estimate for a 50 nm by 50 nm section at 5--10 K makes it comparable with the spin term. An upturn in such a line does not by itself prove magnetic impurities, and the logarithm is cleaner in thick, clean, cold conductors.

\section*{Numbers as computed}
\begin{verbatim}
Fock-space amplitude, largest deviation: 2.8e-17 (model units)
factor exp(1+gamma)/(2 pi) in the logarithm: 0.7705
electron density: 85 nm^-3
impurity fraction: 100 ppm
impurity spin: 2.5
exchange J: 0.30 eV
Fermi energy: 7.049 eV
Fermi velocity: 1.575e+06 m/s
rho0: 0.1064 states/(eV site spin)
half-width D: 4.700 eV
D/k: 54536 K
g = J rho0: 0.03192
Born scattering rate: 1.999e+10 1/s
Born resistivity R_B: 0.8348 nOhm cm
R_B from cross-sections: 0.8348 nOhm cm
slope -dR/dlnT = 2 g R_B: 0.05329 nOhm cm
rise per tenfold cooling: 0.1227 nOhm cm
T = 5 K: <L> = 9.037, 2g<L> = 0.5769, R = 1.3163 nOhm cm
  next order 3(g<L>)^2 = 0.2496, phonons = 0.0006661 nOhm cm
T = 10 K: <L> = 8.343, 2g<L> = 0.5326, R = 1.2794 nOhm cm
  next order 3(g<L>)^2 = 0.2128, phonons = 0.02131 nOhm cm
T = 20 K: <L> = 7.650, 2g<L> = 0.4884, R = 1.2424 nOhm cm
  next order 3(g<L>)^2 = 0.1789, phonons = 0.6816 nOhm cm
T = 77 K: <L> = 6.302, 2g<L> = 0.4023, R = 1.1706 nOhm cm
  next order 3(g<L>)^2 = 0.1214, phonons = 175.6 nOhm cm
T = 300 K: <L> = 4.942, 2g<L> = 0.3155, R = 1.0981 nOhm cm
  next order 3(g<L>)^2 = 0.0746, phonons = 1600 nOhm cm
R at 10 K for J of opposite sign: 0.3902 nOhm cm
R at 10 K with leading logarithms summed: 1.5507 nOhm cm
breakdown temperature (D/k)exp(-1/g): 1.3e-09 K
Debye temperature (rough input): 340 K
phonon resistivity at 300 K (rough input): 1600 nOhm cm
phonon T^5 coefficient: 2.131e-07 nOhm cm/K^5
resistance minimum, 100 ppm: 8.71 K
resistance minimum, 1000 ppm: 13.80 K
total resistivity at the 100 ppm minimum: 1.2974 nOhm cm
total resistivity at 5 K: 1.3170 nOhm cm
line width: 50 nm
boundary scattering scale in that line: 1315 nOhm cm
impurity mean free path at 10 K: 51.4 um
slope / boundary scale: 4.1e-05
chosen potential scattering strength: 0.5 eV
its Born resistivity: 1.060 nOhm cm
its correction scale (pi rho0 V)^2: 0.0279
typical impurity spacing radius: 3.04 nm
impurity pair coupling scale: 0.0162 K
\end{verbatim}
